# Why Stoner theory overestimates ferromagnetism in a dilute Hubbard band: test program

```python
"""
Result under test: in a dilute simple cubic Hubbard band the Stoner interaction
U is replaced by U_eff = U/(1 + U K), K = average over k of 1/(2(eps_k - eps_min)),
so U_eff never exceeds 1/K, which is of the order of the bandwidth.
Symbols: hopping t = 1 is the energy unit; eps_k = -2(cos kx + cos ky + cos kz);
n = electrons per site; rho = density of states per site and per spin;
m = n_up - n_down; L = linear lattice size; S = total spin.
"""
import itertools
import numpy as np
import scipy.sparse as sp
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse.linalg import LinearOperator, eigsh
from scipy.special import ellipkm1, i0e

BANDWIDTH = 12.0
BAND_MIN = -6.0


def effective_u(u, k_sum):
    return u / (1.0 + u * k_sum)


# ---------- the pair sum K: Bessel integral against lattice sums ----------
K0 = quad(lambda s: i0e(4.0 * s) ** 3, 0, np.inf, epsabs=1e-11, limit=300)[0]


def lattice_pair_sum(size):
    c = 2.0 * (1.0 - np.cos(2.0 * np.pi * np.arange(size) / size))
    excitation = (c[:, None, None] + c[None, :, None] + c[None, None, :]).ravel()
    return np.sum(0.5 / excitation[1:]) / size**3


K_lattice = 2.0 * lattice_pair_sum(40) - lattice_pair_sum(20)
assert abs(K_lattice / K0 - 1.0) < 1e-3
ceiling = 1.0 / K0

print(f"bandwidth W = {BANDWIDTH:.1f} t")
print(f"K from Bessel integral = {K0:.6f} /t")
print(f"K from extrapolated lattice sums = {K_lattice:.6f} /t")
print(f"ceiling 1/K = {ceiling:.4f} t = {ceiling / BANDWIDTH:.4f} W")


# ---------- two electrons: real-space diagonalization ----------
def ring(size, boundary_sign=1.0):
    h = np.zeros((size, size))
    for i in range(size):
        j = (i + 1) % size
        amplitude = -boundary_sign if j == 0 else -1.0
        h[i, j] += amplitude
        h[j, i] += amplitude
    return sp.csr_matrix(h)


def cubic_hopping(size, x_sign=1.0):
    one = sp.identity(size, format="csr")
    hx, h = ring(size, x_sign), ring(size)
    return (sp.kron(sp.kron(hx, one), one)
            + sp.kron(sp.kron(one, h), one)
            + sp.kron(sp.kron(one, one), h)).tocsr()


def relative_ground_state(size, u):
    sites = size**3
    contact = np.zeros(sites)
    contact[0] = u
    h = (2.0 * cubic_hopping(size) + sp.diags(contact)).tocsr()
    value, vector = eigsh(h, k=1, which="SA", v0=np.ones(sites),
                          ncv=40, maxiter=5000)
    return value[0], vector[:, 0]


# The relative-coordinate problem must reproduce the full two-electron problem.
h27 = cubic_hopping(3).toarray()
one27 = np.eye(27)
full = np.kron(h27, one27) + np.kron(one27, h27)
full += 40.0 * np.diag(np.eye(27).ravel())
E_full = np.linalg.eigvalsh(full)[0]
assert abs(E_full - relative_ground_state(3, 40.0)[0]) < 1e-8

sizes = np.array([8, 12, 16])
print("two electrons, infinite-size limit of N*(energy shift):")
for u in (10.0, 40.0, 1000.0):
    inverse_shift = []
    for size in sizes:
        energy, psi = relative_ground_state(int(size), u)
        shift = energy - 2.0 * BAND_MIN
        inverse_shift.append(1.0 / (size**3 * shift))
    limit = 1.0 / np.linalg.solve(np.vander(1.0 / sizes, 3), inverse_shift)[-1]
    formula = effective_u(u, K0)
    assert abs(limit / formula - 1.0) < 0.01
    print(f"  U = {u:.0f} t: diagonalized {limit:.4f} t, formula {formula:.4f} t")
    if u == 40.0:
        hole = psi[0] / np.mean(psi)
        interaction_share = u * psi[0] ** 2 / shift
        finite_ratio = sizes[-1] ** 3 * shift / u
        assert abs(hole / finite_ratio - 1.0) < 1e-5
        assert abs(interaction_share / finite_ratio - 1.0) < 0.02
print(f"U = 40 t, L = 16: contact amplitude / mean = {hole:.4f}")
print(f"U = 40 t, L = 16: interaction share of shift = {interaction_share:.4f}")
print(f"U = 40 t, infinite lattice: U_eff/U = {effective_u(40.0, K0) / 40.0:.4f}")

# ---------- density of states in the lower part of the band ----------
nodes, weights = np.polynomial.legendre.leggauss(60)
nodes, weights = (nodes + 1.0) / 2.0, weights / 2.0


def dos(energy):
    energy = np.atleast_1d(energy)
    k_max = np.arccos((-4.0 - energy) / 2.0)
    planar = energy[:, None] + 2.0 * np.cos(k_max[:, None] * nodes)
    planar_dos = ellipkm1((planar / 4.0) ** 2) / (2.0 * np.pi**2)
    return k_max * (planar_dos @ weights) / np.pi


def filled_integral(fermi, function):
    top = np.sqrt(fermi - BAND_MIN)
    x = top * nodes
    energy = BAND_MIN + x**2
    return top * np.sum(weights * 2.0 * x * dos(energy) * function(energy))


def fermi_level(density_one_spin):
    return brentq(lambda e: filled_integral(e, np.ones_like) - density_one_spin,
                  BAND_MIN + 1e-8, -2.05, xtol=1e-13)


def kinetic(density_one_spin):
    if density_one_spin < 1e-12:
        return 0.0
    return filled_integral(fermi_level(density_one_spin), lambda e: e)


k_mid = (np.arange(100) + 0.5) * np.pi / 100
c_mid = -2.0 * np.cos(k_mid)
grid = (c_mid[:, None, None] + c_mid[None, :, None] + c_mid[None, None, :]).ravel()

print("density scan (blocked: pair at band bottom, filled states removed):")
for n in (0.01, 0.05, 0.1):
    fermi = fermi_level(n / 2.0)
    rho = dos(fermi)[0]
    K_blocked = K0 - filled_integral(fermi, lambda e: 0.5 / (e - BAND_MIN))
    empty = grid > fermi
    assert abs(2.0 * np.mean(~empty) / n - 1.0) < 0.02
    K_grid = np.sum(0.5 / (grid[empty] - BAND_MIN)) / grid.size
    assert abs(K_grid / K_blocked - 1.0) < 0.01
    k_fermi = (3.0 * np.pi**2 * n) ** (1.0 / 3.0)
    rho_free = k_fermi / (4.0 * np.pi**2)
    if n == 0.01:
        assert abs(rho / rho_free - 1.0) < 0.06
    assert rho / K0 < 1.0 and rho / K_blocked < 1.0
    print(f" n = {n:.2f}: E_F - eps_min = {fermi - BAND_MIN:.4f} t, "
          f"rho = {rho:.5f} /t")
    print(f"   k_F/(4 pi^2 t) = {rho_free:.5f} /t, Stoner U_c = {1 / rho:.3f} t")
    print(f"   largest U_eff*rho = {rho / K0:.4f}")
    print(f"   blocked K = {K_blocked:.5f} /t, 1/K = {1 / K_blocked:.3f} t, "
          f"rho/K = {rho / K_blocked:.4f}")

# ---------- Stoner energy at n = 0.1, small and large magnetization ----------
n = 0.1


def threshold_u(m):
    cost = kinetic((n + m) / 2) + kinetic((n - m) / 2) - 2 * kinetic(n / 2)
    return 4.0 * cost / m**2


assert abs(threshold_u(0.1 * n) * rho - 1.0) < 0.01
thresholds = [threshold_u(f * n) for f in np.linspace(0.1, 1.0, 10)]
assert min(thresholds) > 1.0 / K_blocked > ceiling
U = 40.0
U_eff = effective_u(U, K0)
assert U * rho > 1.0 > U_eff * rho
print(f"n = 0.1: U for energy balance at m = 0.1 n: {thresholds[0]:.3f} t")
print(f"n = 0.1: U for energy balance at m = n: {thresholds[-1]:.3f} t")
print(f"n = 0.1: lowest such U over m = 0.1 n ... n: {min(thresholds):.3f} t")
print(f"n = 0.1, U = {U:.0f} t: U*rho = {U * rho:.4f}, "
      f"U_eff = {U_eff:.4f} t, U_eff*rho = {U_eff * rho:.4f}")

# ---------- four electrons on 27 sites, closed shell, exact diagonalization ----------
sites = 27
h_one = cubic_hopping(3, x_sign=-1.0)
levels = np.linalg.eigvalsh(h_one.toarray())
pairs = list(itertools.combinations(range(sites), 2))
dimension = len(pairs)
antisym = sp.lil_matrix((dimension, sites**2))
occupation = np.zeros((dimension, sites))
for row, (i, j) in enumerate(pairs):
    antisym[row, i * sites + j] = np.sqrt(0.5)
    antisym[row, j * sites + i] = -np.sqrt(0.5)
    occupation[row, [i, j]] = 1.0
antisym = antisym.tocsr()
identity = sp.identity(sites, format="csr")
h_pair = (antisym @ (sp.kron(h_one, identity) + sp.kron(identity, h_one))
          @ antisym.T).tocsr()
double_occupancy = occupation @ occupation.T
U_cluster = 81.0


def lowest_energy(parity):
    """parity +1: even total spin; parity -1: odd total spin."""
    def apply(vector):
        state = vector.reshape(dimension, dimension)
        state = 0.5 * (state + parity * state.T)
        hopped = h_pair @ state
        return (hopped + parity * hopped.T
                + U_cluster * double_occupancy * state).ravel()

    start = np.random.default_rng(3).normal(size=(dimension, dimension))
    start = (start + parity * start.T).ravel()
    operator = LinearOperator((dimension**2, dimension**2), matvec=apply,
                              dtype=float)
    return eigsh(operator, k=1, which="SA", v0=start, ncv=40, tol=1e-8,
                 maxiter=2000, return_eigenvectors=False)[0]


E_free = 2.0 * np.sum(levels[:2])
E_polarized = np.sum(levels[:4])
E_even, E_odd = lowest_energy(1), lowest_energy(-1)
E_mean_field = E_free + U_cluster * 4.0 / sites
E_mean_field_one = np.sum(levels[:3]) + levels[0] + U_cluster * 3.0 / sites
U_cluster_stoner = (E_polarized - E_free) * sites / 4.0
assert E_polarized < min(E_mean_field, E_mean_field_one)
# An even-spin energy below the S = 2 minimum must belong to S = 0.
assert E_even < E_polarized - 1e-4
assert E_even < E_odd - 1e-4


def band(k):
    return -2.0 * np.sum(np.cos(k), axis=-1)


kx = np.pi * (2 * np.arange(3) + 1) / 3
ky = 2 * np.pi * np.arange(3) / 3
momenta = np.array(list(itertools.product(kx, ky, ky)))
occupied = np.array([[np.pi / 3, 0, 0], [-np.pi / 3, 0, 0]])
ladder_shift = 0.0
for k_up in occupied:
    for k_down in occupied:
        e1, e2 = band(momenta), band(k_up + k_down - momenta)
        free = (e1 > -4.5) & (e2 > -4.5)
        gaps = e1[free] + e2[free] - band(k_up) - band(k_down)
        ladder_shift += effective_u(U_cluster, np.sum(1 / gaps) / sites) / sites
exact_shift = E_even - E_free
assert abs(ladder_shift / exact_shift - 1.0) < 0.3

print(f"cluster: 4 electrons, {sites} sites, U = {U_cluster:.0f} t")
print(f"  noninteracting S=0 energy = {E_free:.4f} t")
print(f"  mean-field switch to S=2 at U = {U_cluster_stoner:.3f} t")
print(f"  mean-field energy, m=0: {E_mean_field:.4f} t")
print(f"  mean-field energy, 3 up 1 down: {E_mean_field_one:.4f} t")
print(f"  exact lowest S=0 energy = {E_even:.4f} t")
print(f"  exact lowest S=1 energy = {E_odd:.4f} t")
print(f"  exact lowest S=2 energy = {E_polarized:.4f} t")
print(f"  S=0 shift: exact {exact_shift:.4f} t, ladder {ladder_shift:.4f} t")
print(f"  effective U from exact shift = {exact_shift * sites / 4:.3f} t")
print(f"  effective U from ladder shift = {ladder_shift * sites / 4:.3f} t")
print("verified")
```

It prints:

```
bandwidth W = 12.0 t
K from Bessel integral = 0.126366 /t
K from extrapolated lattice sums = 0.126363 /t
ceiling 1/K = 7.9136 t = 0.6595 W
two electrons, infinite-size limit of N*(energy shift):
  U = 10 t: diagonalized 4.4170 t, formula 4.4176 t
  U = 40 t: diagonalized 6.6046 t, formula 6.6065 t
  U = 1000 t: diagonalized 7.8482 t, formula 7.8514 t
U = 40 t, L = 16: contact amplitude / mean = 0.1731
U = 40 t, L = 16: interaction share of shift = 0.1730
U = 40 t, infinite lattice: U_eff/U = 0.1652
density scan (blocked: pair at band bottom, filled states removed):
 n = 0.01: E_F - eps_min = 0.4344 t, rho = 0.01766 /t
   k_F/(4 pi^2 t) = 0.01688 /t, Stoner U_c = 56.625 t
   largest U_eff*rho = 0.1398
   blocked K = 0.10936 /t, 1/K = 9.144 t, rho/K = 0.1615
 n = 0.05: E_F - eps_min = 1.2161 t, rho = 0.03305 /t
   k_F/(4 pi^2 t) = 0.02887 /t, Stoner U_c = 30.253 t
   largest U_eff*rho = 0.2616
   blocked K = 0.09685 /t, 1/K = 10.325 t, rho/K = 0.3413
 n = 0.10: E_F - eps_min = 1.8549 t, rho = 0.04538 /t
   k_F/(4 pi^2 t) = 0.03637 /t, Stoner U_c = 22.035 t
   largest U_eff*rho = 0.3591
   blocked K = 0.08868 /t, 1/K = 11.276 t, rho/K = 0.5117
n = 0.1: U for energy balance at m = 0.1 n: 22.047 t
n = 0.1: U for energy balance at m = n: 23.735 t
n = 0.1: lowest such U over m = 0.1 n ... n: 22.047 t
n = 0.1, U = 40 t: U*rho = 1.8153, U_eff = 6.6065 t, U_eff*rho = 0.2998
cluster: 4 electrons, 27 sites, U = 81 t
  noninteracting S=0 energy = -20.0000 t
  mean-field switch to S=2 at U = 40.500 t
  mean-field energy, m=0: -8.0000 t
  mean-field energy, 3 up 1 down: -8.0000 t
  exact lowest S=0 energy = -18.7341 t
  exact lowest S=1 energy = -16.3989 t
  exact lowest S=2 energy = -14.0000 t
  S=0 shift: exact 1.2659 t, ladder 1.3804 t
  effective U from exact shift = 8.545 t
  effective U from ladder shift = 9.317 t
verified
```
